# Hyperfine and magnetic opening of the $^3P_0\to{}^1S_0$ line, part 2

Without a static electric field, one-photon decay of $|0\rangle$ ($nsnp\,{}^3P_0$) to $g$ ($ns^2\,{}^1S_0$, zero energy) needs nuclear spin $\mathbf I$ or a magnetic field $\mathbf B$ (along $z$). For $I=0$, emission along $\mathbf B$ stays forbidden. We seek the rates; "the program" checks them numerically.

Angular momenta are in units of $\hbar$; repeated Cartesian indices are summed. Electrons 1, 2 are $s$, $p$. With $p$ orbitals $p_i$ and singlet and triplet spin states $\chi_0$, $\chi_i$,

$$|0\rangle=\frac{p_i\chi_i}{\sqrt3},\qquad |T_k\rangle=\frac{i}{\sqrt2}\varepsilon_{kil}\,p_i\chi_l,\qquad |\Sigma_k\rangle=p_k\chi_0 .$$

Here $S_k\chi_j=i\varepsilon_{kjl}\chi_l$, $\langle g|r_a|\Sigma_k\rangle=d_0\delta_{ak}$, $\langle g|r_a|T_k\rangle=0$ and $d_0=\sqrt{2/3}\,R$, with $R$ the radial integral. A pure singlet decays at $\Gamma_\Sigma(\omega)=\tfrac43\alpha^3\omega^3d_0^2$ (atomic units).

Pure triplet and singlet lie at $E_T$ and $E_T+D$; $\zeta$ is the spin-orbit constant, $\lambda$ the King–Van Vleck factor for differing radial functions. From $E_0=E_T-\zeta=\hbar\omega_0$, the $J=1$ block in $(T_k,\Sigma_k)$ is

$$M=\begin{pmatrix}\zeta/2&-\lambda\zeta/\sqrt2\\-\lambda\zeta/\sqrt2&D+\zeta\end{pmatrix},$$

with eigenvalues $\Delta_a$ ($^3P_1$, $a=\cos\theta\,T+\sin\theta\,\Sigma$) and $\Delta_b$ ($^1P_1$, $b=-\sin\theta\,T+\cos\theta\,\Sigma$). $^3P_1$ decays at $\Gamma_a$, frequency $\omega_a$.

The perturbation, without the diamagnetic term, is

$$V=\mu_B(\mathbf L+g_s\mathbf S)\cdot\mathbf B+\mathbf I\cdot\left[a_s\mathbf s_1+a_p\left(\mathbf l+3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s_2)-\mathbf s_2\right)\right],$$

with $a_s,a_p\propto\mu_I/I$ ($\mu_I$ the nuclear moment). The field gives $V|0\rangle=v_TT_z$, $v_T=(g_s-1)\sqrt{\tfrac23}\,\mu_BB$, $v_\Sigma=0$. The hyperfine coupling replaces $v_T,v_\Sigma$ by

$$h_T=\frac{a_s-3a_p}{\sqrt6},\qquad h_\Sigma=\frac{a_s-2a_p}{2\sqrt3}.$$

For $V\ll\Delta_a$ the $\Sigma$ coefficient in the perturbed $|0\rangle$ is $-\eta$ ($\eta_B$ for field, $\eta_{\rm hf}$ for hyperfine):

$$\eta=\frac{\sin\theta\,(\cos\theta\,v_T+\sin\theta\,v_\Sigma)}{\Delta_a}+\frac{\cos\theta\,(-\sin\theta\,v_T+\cos\theta\,v_\Sigma)}{\Delta_b}. \tag{2}$$

Its terms are the $^3P_1$ and $^1P_1$ paths. In closed form,

$$\eta=\frac{\sqrt2\lambda\,v_T+v_\Sigma}{D+\zeta(1-\lambda^2)}. \tag{3}$$

The field-induced rate $\Gamma_B=\Gamma_\Sigma(\omega_0)\eta_B^2$ is

$$\Gamma_B=\Gamma_a\left(\frac{\omega_0}{\omega_a}\right)^3\left(\frac{v_T\cos\theta}{\Delta_a}\right)^2\left(1-\frac{\Delta_a}{\Delta_b}\right)^2, \tag{4}$$

and, with the $p_{1/2}$ constants $g_{1/2}=(4-g_s)/3$ and $a_{1/2}=\tfrac83a_p$,

$$\eta_B=\frac{\sqrt3}{2}\frac{(g_s-g_{1/2})\mu_BB}{D},\qquad\eta_{\rm hf}=\frac{\sqrt3}{2}\frac{a_s-a_{1/2}}{D}\qquad(\lambda=1). \tag{5}$$

### The rate with both perturbations

The projection $m$ of $F_z=J_z+I_z$ is conserved, and there is one $^3P_0$ state for each $m$, so nondegenerate theory applies to $|0\rangle|I m\rangle$. Its singlet admixture is $-\Sigma_kK_k|Im\rangle$ with the nuclear operator $K_k=\eta_{\rm hf}I_k+\eta_B\delta_{kz}$, where $\eta_{\rm hf}$ is (3) evaluated with $h_T,h_\Sigma$. The dipole to $g|Im'\rangle$ is $d_a=-d_0\langle m'|K_a|m\rangle$. Summing $|d_a|^2$ over $a$ and over $m'$ by closure gives $d_0^2\langle m|K_aK_a|m\rangle$, and $K_aK_a=\eta_{\rm hf}^2\mathbf I^2+2\eta_{\rm hf}\eta_BI_z+\eta_B^2$. Therefore

$$\Gamma(m)=\Gamma_\Sigma(\omega_0)\left[\eta_{\rm hf}^2\,I(I+1)+2\eta_{\rm hf}\eta_B\,m+\eta_B^2\right]. \tag{6}$$

The program tests (6), with (3), against exact diagonalization of antisymmetrized two-electron matrices followed by a numerical sum over photon modes, for $\zeta=100$, $400$, $2000$ cm$^{-1}$, $\lambda=1$ and $0.8$, $I=0,\tfrac12,\tfrac32,\tfrac92$ and all $m$, at perturbations of order $10^{-4}$ cm$^{-1}$; agreement is required within $2\times10^{-4}$ of the formula value.

At $B=0$ the rate does not depend on $m$. Since $\eta_{\rm hf}\propto\mu_I/I$, it scales between isotopes as $\mu_I^2(I+1)/I$. The bracket splits into a $\pi$ part $(\eta_{\rm hf}m+\eta_B)^2$ from $K_z$, with $m'=m$, and a $\sigma$ part $\eta_{\rm hf}^2[I(I+1)-m^2]$ from $K_x,K_y$. The field acts on the $\pi$ line alone. That line vanishes at the field $B^*$ where $\eta_B=-\eta_{\rm hf}m$, for $m$ of sign opposite to $\eta_{\rm hf}$, and the total rate of that sublevel is then at its minimum, the $\sigma$ part.

For $I=0$ the induced dipole lies along $\mathbf B$. The polarization sum gives $|d_z|^2(1-\hat k_z^2)$, a $\sin^2$ pattern with no emission along the field, as the symmetry argument required, and light polarized across the field does not drive the line by E1. A rotation by $\pi$ about an axis perpendicular to $\mathbf B$ reverses the field and maps the nondegenerate dressed states onto their counterparts, so the rate is even in $B$ to all orders, and the first relative correction is of order $B^2$.

That correction can be estimated near $LS$ coupling by keeping the three triplet states with zero projection, on which $L_z+g_sS_z=(g_s-1)S_z$. Put $x=(g_s-1)\mu_BB$. From $S_z\chi_x=i\chi_y$ and $S_z\chi_y=-i\chi_x$, $S_zT_z=(p_x\chi_x+p_y\chi_y)/\sqrt2$, a unit vector orthogonal to $T_z$ with weight $\tfrac23$ on $|0\rangle$ and so $\tfrac13$ on $^3P_2$. The squared couplings are $v_1^2=\tfrac23x^2$ and $v_2^2=\tfrac13x^2$, and $^3P_2$ lies at $\Delta_2=3\zeta/2$. Eliminating $^3P_2$, the $J=1$ coefficient is $-v_1/(\Delta_a-\delta E-v_2^2/\Delta_2)$ with $\delta E=-v_1^2/\Delta_a$, and normalization adds a factor $1-v_1^2/2\Delta_a^2$. The relative change of the amplitude is $-\tfrac32v_1^2/\Delta_a^2+v_2^2/(\Delta_a\Delta_2)$, and that of the rate twice this:

$$\frac{\Gamma}{\Gamma_B}-1\approx-2\frac{x^2}{\Delta_a^2}\left(1-\frac{\Delta_a}{3\Delta_2}\right). \tag{7}$$

The program tests the evenness in $B$ and the $B^2$ growth of the deviation; the coefficient in (7) is not asserted and is compared with the printed value below.

### What the field costs and buys

The second-order energy is $-v^{T}M^{-1}v$, which for $I=0$ and $\lambda=1$ is

$$\delta E=-v_T^2\,\frac{2(D+\zeta)}{\zeta D}.$$

The shift goes as $1/\zeta$ for $\zeta\ll D$, while $\eta_B$ does not depend on $\zeta$. A light field $\mathcal E\cos\omega t$ along $\mathbf B$, of intensity $\mathcal I=\tfrac12c\epsilon_0\mathcal E^2$, has the coupling $e\,\eta_Bd_0\mathcal E\cos\omega t$, which defines the Rabi frequency $\Omega=e\,\eta_Bd_0\mathcal E/\hbar\propto B\sqrt{\mathcal I}$. At $\lambda=1$ and fixed $D$, $B$ and $\mathcal I$, a larger fine-structure interval gives the same $\Omega$ at a smaller Zeeman shift. Trading field for intensity at fixed $\Omega$ lowers $\delta E$ as $1/\mathcal I$ but raises the light shift, which has contributions from levels both inside and outside the model and must be computed separately. The diamagnetic term also shifts the line as $B^2$ and is not in $\delta E$.

### A model atom

The parameters are round values and stand for no particular element: $E_T=20000$, $D=10000$, $\zeta=400$, $a_s=0.06$, $a_p=0.003$ cm$^{-1}$, $\lambda=1$, $R=3a_0$, with $g_s=2.0023$ and $\mu_B=0.46686$ cm$^{-1}$/T. Then $E_0=19600$ cm$^{-1}$, or 510.2 nm. The mixing angle is $\theta=0.027701$ rad, with $\sin\theta=0.027698$ and $\cos\theta=0.99962$, and $\Delta_a=192.16$, $\Delta_b=10407.84$ cm$^{-1}$, whose product is $\zeta D/2=2.000\times10^6$ cm$^{-2}$ and whose ratio is $0.018463$. With $d_0=2.4495\,a_0$, $\Gamma_\Sigma(\omega_0)=9.1535\times10^7$ s$^{-1}$; the $^3P_1$ and $^1P_1$ levels decay at $7.23\times10^4$ and $3.28\times10^8$ s$^{-1}$. Five digits serve to compare formula and diagonalization within the model and say nothing about a real atom.

Take $I=0$ and $B=1$ mT. Then $\mu_BB=4.6686\times10^{-4}$ cm$^{-1}$ and $v_T=3.8208\times10^{-4}$ cm$^{-1}$. The $^3P_1$ path is $0.027698\times0.99962\times3.8208\times10^{-4}/192.16=5.505\times10^{-8}$, the $^1P_1$ path is $-0.018463$ times this, $-1.016\times10^{-9}$, and the sum is $5.403\times10^{-8}$. Equation (5) gives the same from $g_{1/2}=0.66589$: $0.8660\times1.3364\times4.6686\times10^{-4}/10^4=5.403\times10^{-8}$. The rate is $9.1535\times10^7\times(5.4034\times10^{-8})^2=2.67\times10^{-7}$ s$^{-1}$, equal to the diagonalization result to the five digits printed, and corresponds to a lifetime of $3.74\times10^6$ s, or 43 days, against this channel; the coefficient is $0.267$ s$^{-1}$T$^{-2}$. Keeping $^3P_1$ alone multiplies the rate by $(5.505/5.4034)^2=1.038$. Omitting the frequency factor in (4), $(19600/19792.16)^3=0.971$, is an error of similar size and the same sign, 3 % of the correct value.

The quadratic law holds far beyond the millitesla fields used here. With the photon frequency held at its zero-field value $\omega_0$, the exact rate is $0.99893$ of it at 10 T and $0.904$ at 100 T; the Zeeman shift of the level, through $\omega^3$, lowers the second figure by a further 0.1 %. At 10 T, $x=1.0023\times4.6686=4.679$ cm$^{-1}$, $(x/\Delta_a)^2=5.93\times10^{-4}$ and $\Delta_2=600$ cm$^{-1}$, so (7) gives $-2\times5.93\times10^{-4}\times0.893=-1.06\times10^{-3}$ against the exact $-1.07\times10^{-3}$. At 100 T the $B^2$ term alone would give about $-0.11$ against the exact $-0.096$, since $x/\Delta_a=0.24$ is no longer small. These high-field values lack the diamagnetic term and show only where the expansion in $V/\Delta_a$ ends.

The shift is $-(3.8208\times10^{-4})^2\times2\times10400/(4\times10^6)=-7.59\times10^{-10}$ cm$^{-1}$ at 1 mT, that is $-22.8$ Hz/mT$^2$, a formula tested against the exact eigenvalue. At 1 W/cm$^2$ the amplitude is 2745 V/m and $\Omega/2\pi=4.6$ Hz. The shift is about five times the Rabi frequency. A drift of the field by 1 % changes it by 2 %, about $0.46$ Hz, a tenth of $\Omega/2\pi$.

Now take $I=\tfrac12$ and $B=0$. Here $h_T=0.020821$ and $h_\Sigma=0.015588$ cm$^{-1}$. The $^3P_1$ element is $0.99962\times0.020821+0.027698\times0.015588=0.021245$ cm$^{-1}$, and its path $0.027698\times0.021245/192.16=3.062\times10^{-6}$. The $^1P_1$ element is $-0.027698\times0.020821+0.99962\times0.015588=0.015005$ cm$^{-1}$, and its path $0.99962\times0.015005/10407.84=1.441\times10^{-6}$. They add to $4.503\times10^{-6}$, as does (5) with $a_{1/2}=0.008$ cm$^{-1}$: $0.8660\times0.052/10^4$. The rate is $9.1535\times10^7\times0.75\times(4.5033\times10^{-6})^2=1.392\times10^{-3}$ s$^{-1}$, a lifetime of about 720 s. The exact value $1.3926\times10^{-3}$ s$^{-1}$ exceeds the formula value $1.3922\times10^{-3}$ s$^{-1}$ by between $2\times10^{-4}$ and $3\times10^{-4}$ of it, which is compatible in order of magnitude with a correction of relative order $V/\Delta_a\approx0.021/192\approx10^{-4}$; its coefficient is not derived here. Keeping $^3P_1$ alone gives $(3.0621/4.5033)^2=0.46$ of the rate. For $I=\tfrac92$ with the same moment, diagonalization gives $0.4073$ of the $I=\tfrac12$ rate, against $(11/9)/3=0.4074$.

With both present, the cross term at 1 mT is $2\eta_Bm/[\eta_{\rm hf}I(I+1)]=\pm1.6\,\%$ of the zero-field rate for $m=\pm\tfrac12$. The $\pi$ line of $m=-\tfrac12$ vanishes at $B^*=1\ \mathrm{mT}\times0.5\times4.5033\times10^{-6}/5.4034\times10^{-8}=41.7$ mT; the test requires the exact $\pi$ strength there to be below $10^{-5}$ of its zero-field value. With $\eta_B=\eta_{\rm hf}/2$ the bracket of (6) is $\eta_{\rm hf}^2(\tfrac34\pm\tfrac12+\tfrac14)$, which is 2 and $\tfrac23$ times the zero-field value: $2.78\times10^{-3}$ and $9.28\times10^{-4}$ s$^{-1}$, and diagonalization gives the same to these digits.

### The channels that remain at $I=0$, $B=0$

A magnetic-dipole photon can play the part of the static field. In Gaussian atomic units the electric and magnetic fields per mode are both $\sqrt{2\pi\omega/\mathcal V}$, directed along $\boldsymbol\epsilon$ and $\mathbf b=\hat{\mathbf k}\times\boldsymbol\epsilon$, and $\mu_B=\alpha/2$. After an M1 photon of frequency $\omega$ has left, the denominator for level $n$ is $E_0-\omega-E_n=-(\Delta_n+\omega)$, so $M^{-1}$ becomes $(M+\omega)^{-1}$. Its $\Sigma T$ element is $(\lambda\zeta/\sqrt2)/\det(M+\omega)$, and the singlet admixture per unit of $\mu_B$ times field is

$$\chi(\omega)=(g_s-1)\sqrt{\tfrac23}\,\frac{\lambda\zeta/\sqrt2}{(\Delta_a+\omega)(\Delta_b+\omega)},$$

with $\chi(0)\mu_BB=\eta_B$. The amplitude for real polarization vectors is, up to a phase and the field factors, $\tfrac\alpha2d_0[\chi(\omega_2)\,\boldsymbol\epsilon_1\cdot\mathbf b_2+\chi(\omega_1)\,\boldsymbol\epsilon_2\cdot\mathbf b_1]$, either photon being the magnetic one. The golden rule has a factor $2\pi$, the fields give $(2\pi)^2\omega_1\omega_2/\mathcal V^2$, each photon has $\mathcal V\alpha^3\omega^2d\omega\,d\Omega/(2\pi)^3$ modes, and identical photons bring a factor $\tfrac12$. The prefactor is $\tfrac12\alpha^6\omega_1^3\omega_2^3/(2\pi)^3$ with $\omega_1+\omega_2=\omega_0$. Each squared term integrates to $(8\pi/3)^2\delta_{ab}\delta_{ab}=64\pi^2/3$. The cross term contains $\sum_{\rm pol}\epsilon_ab_c=\varepsilon_{cda}\hat k_d$ for each photon, odd in $\hat{\mathbf k}$, and integrates to zero. The two squared terms are equal after exchanging $\omega_1$ and $\omega_2$, which cancels the $\tfrac12$. With $(64\pi^2/3)/(8\pi^3)=8/3\pi$,

$$\Gamma_{E1M1}=\frac{8\alpha^6}{3\pi}\left(\frac\alpha2\right)^2d_0^2\int_0^{\omega_0}(\omega_0-\omega)^3\omega^3\chi(\omega)^2\,d\omega .$$

The program tests this against a direct sum over both photons' modes with the matrix resolvent. The model gives $2.3\times10^{-11}$ s$^{-1}$, a lifetime of 1400 years. The emission is a continuum below $\omega_0$ and gives no line. It equals $\Gamma_B$ at $\sqrt{2.2634\times10^{-11}/0.26725}$ T $=9.2\ \mu$T, so in this model the geomagnetic field, roughly 50 $\mu$T, already sets the radiative lifetime.

A static electric field $F$ along $z$ takes the part of the E1 photon. With the perturbation $Fz$ the ground state acquires $-\sum_n|n\rangle\langle n|Fz|g\rangle/(\omega_0+\Delta_n)$, while $|0\rangle$ is unchanged within the model. The matrix element of $L_z+g_sS_z$ between the two then has magnitude $Fd_0\chi(\omega_0)$, which is tested by diagonalization. The mode sum is the same as for E1 with $\mathbf b$ in place of $\boldsymbol\epsilon$, so

$$\Gamma_{\rm Stark}=\tfrac43\alpha^3\omega_0^3\left(\tfrac\alpha2\right)^2\left[Fd_0\chi(\omega_0)\right]^2 .$$

With $\chi(\omega_0)=0.0855\,E_h^{-1}$ this is $3\times10^{-13}$ s$^{-1}$ at 1 kV/cm, a true line at $\omega_0$, about $10^{-6}$ of the rate at 1 mT. Both residual rates include only paths through the $J=1$ levels of $nsnp$. At optical $\omega$, $\chi$ is of first order in $\zeta$, and so is the reverse ordering, E1 to $np^2\,{}^3P_1$ followed by M1 to the $np^2\,{}^3P_0$ part that correlation and spin-orbit coupling put into the ground state. The two numbers are therefore estimates of order of magnitude.

### What to include for a real atom

For a magnetic field, (4) is the form to use, with the observed $\Gamma_a$, $\Delta_a$ and $\Delta_b$. It contains $\lambda$ explicitly only through $\cos^2\theta$, which is close to one when $\zeta\ll D$. Mixing of the ground state by the field does not compete at leading order, because $\mathbf L+g_s\mathbf S$ annihilates any pure $^1S_0$ state. It enters through the $np^2\,{}^3P_0$ content of $g$, a path smaller than $\eta_B\sim\mu_BB/D$ by a factor of order $\zeta$ over an optical energy; the model does not compute it. That is the same order in $\zeta$ as the $^1P_1$ path. The same $np^2\,{}^3P_0$ content also makes $\langle g|r_a|T_k\rangle$ nonzero and of first order in $\zeta$, like $\sin\theta$. The observed $\Gamma_a$ includes this term, but (3) and (5) do not, and it alters the factor $1-\Delta_a/\Delta_b$, so for a real atom (4) is reliable in its leading term and only approximately in that correction. When a full sum over states is done instead, the relative sign of the two paths must come from one consistent set of wave functions. The sum of the numerators over all levels, $\langle g|r_aV|0\rangle$, is zero in the model but need not be zero in a real atom. With the nonrelativistic magnetic operator and a pure triplet $|0\rangle$, $V|0\rangle$ is a pure triplet, so the triplet content of $g$ contributes to this sum at first order in $\zeta$, like each numerator.

For nuclear spin both paths are required with their relative sign, and the off-diagonal element to $^1P_1$ has to be computed with the proper singlet and triplet radial functions, since the differences that $\lambda$ describes for spin-orbit coupling affect the hyperfine elements too. Further terms lie outside the model. The $np^2\,{}^3P_0$ content of $g$, and the higher $ns\,n'p\,{}^1P_1$ levels that spin-orbit coupling mixes into $^3P_1$, add to the E1 element of $^3P_1$ at first order in $\zeta$, like $\sin\theta$. Divided by $\Delta_a\approx\zeta/2$, these additions are of the same order in $\zeta$ as $\eta_{\rm hf}$ itself. The hyperfine coupling also reaches the higher $^1P_1$ levels directly. Finally, the contact interaction, through $\mathbf s_1-\mathbf s_2$, mixes $ns\,n's\,{}^3S_1$ into the ground state, and $^3P_0\to{}^3S_1$ is an allowed E1 element. Because $\eta_{\rm hf}$ is a hyperfine constant over the exchange energy $D$, not over the fine-structure interval, this last term is reduced by a larger optical denominator and a smaller contact density of the $n's$ orbital, but not by a power of $\zeta$. All these terms have to be evaluated before a hyperfine-induced width is quoted to better than tens of percent.

## Table of computed values

```
inputs: ET=20000, D=10000, zeta=400, a_s=0.06, a_p=0.003 cm^-1; lam=1; R=3 a0
inputs: I=0.5, B=1 mT, intensity 1 W/cm^2, static field 1 kV/cm
g_s: 2.0023 
muB: 0.46686 cm^-1/T
E0 (3P0): 19600 cm^-1
wavelength: 510.2 nm
gap Da (3P1): 192.16 cm^-1
gap Db (1P1): 10407.84 cm^-1
Da/Db: 0.018463 
theta: 0.027701 rad
sin theta: 0.027698 
cos theta: 0.99962 
d0: 2.4495 a0
Gamma 3P1: 72308 s^-1
Gamma 1P1: 3.2824e+08 s^-1
Gamma_Sigma(w0): 9.1535e+07 s^-1
muB B: 0.00046686 cm^-1
vT: 0.00038208 cm^-1
g_1/2: 0.66589 
g_s - g_1/2: 1.3364 
eta_B via 3P1: 5.505e-08 
eta_B via 1P1: -1.0164e-09 
eta_B: 5.4034e-08 
Gamma_B formula, 1 mT: 2.6725e-07 s^-1
Gamma_B exact, 1 mT: 2.6725e-07 s^-1
lifetime at 1 mT: 3.7418e+06 s
lifetime at 1 mT: 43.308 d
Gamma_B/B^2: 0.26725 s^-1 T^-2
exact/quadratic at 10 T: 0.99893 
exact/quadratic at 100 T: 0.90397 
quadratic Zeeman shift: -22.758 Hz/mT^2
light field amplitude: 2744.9 V/m
Rabi frequency/2pi: 4.6487 Hz
hT: 0.020821 cm^-1
hS: 0.015588 cm^-1
a_1/2: 0.008 cm^-1
eta_hf via 3P1: 3.0621e-06 
eta_hf via 1P1: 1.4412e-06 
eta_hf: 4.5033e-06 
Gamma_hf formula, I=1/2: 0.0013922 s^-1
Gamma_hf exact, I=1/2: 0.0013926 s^-1
hyperfine lifetime: 718.26 s
exact rate ratio I=9/2 to I=1/2, same moment: 0.40732 
B* (pi line of m=-1/2 vanishes): 41.671 mT
rate at B*, m=+0.5: formula 0.0027845, exact 0.0027849 s^-1
rate at B*, m=-0.5: formula 0.00092816, exact 0.00092841 s^-1
two-photon E1M1 rate: 2.2634e-11 s^-1
two-photon lifetime: 1400 yr
chi(w0): 0.085539 1/Eh
Stark-induced M1 rate: 3.372e-13 s^-1
B giving Gamma_B = E1M1 rate: 9.2028 microT
```
